\section{The auxiliary density matrix method}

\subsection{One orbital, one fitting function}

Let two electrons of opposite spin occupy a real normalized orbital $\psi$, and let $\psi$ be approximated by a multiple of one normalized function $\chi$ with overlap $q=\langle\chi|\psi\rangle$. The squared distance $\|\psi-c\chi\|^2=1-2cq+c^2$ is least at $c=q$. The fitted orbital has squared norm $\lambda=q^2\le1$, and its one-spin density matrix is $\lambda|\chi\rangle\langle\chi|$. The square of this operator is $\lambda^2|\chi\rangle\langle\chi|$, so it is a projector only for $\lambda=0$ or $1$: the fit has turned an occupation $1$ into an occupation $\lambda$. Exact exchange is quadratic in the density matrix and is multiplied by $\lambda^2$, while local-density exchange goes as $\rho^{4/3}$ and is multiplied by $\lambda^{4/3}$. For $\lambda>0$, division by $\lambda$ gives back the projector $|\chi\rangle\langle\chi|$, and this step is called purification.

\subsection{Projection of the occupied orbitals}

We use Rydberg units ($e^2=2$, lengths in bohr) and a closed shell of $n$ real orbitals $\psi_i=\sum_\mu\phi_\mu C_{\mu i}$ in a primary basis with overlap $S$, so that $C^TSC=1$. The one-spin density matrix is $P=CC^T$, its kernel is $\Gamma_P(\mathbf r,\mathbf r')=\phi(\mathbf r)^TP\phi(\mathbf r')$, and $\rho(\mathbf r)=2\Gamma_P(\mathbf r,\mathbf r)$. A smaller auxiliary basis $\chi$, of at least $n$ functions, has positive definite overlap $\hat S$, and $Q_{\alpha\mu}=\langle\chi_\alpha|\phi_\mu\rangle$. For fitted orbitals $\chi^T\hat C$,
\begin{equation}
\sum_i\|\psi_i-\hat\psi_i\|^2=n-2\,\mathrm{Tr}\,\hat C^TQC+\mathrm{Tr}\,\hat C^T\hat S\hat C .
\label{dist}
\end{equation}
The gradient with respect to $\hat C$ is $-2QC+2\hat S\hat C$, and its zero is the minimum because $\hat S$ is positive definite:
\begin{equation}
\hat C=AC,\qquad A=\hat S^{-1}Q,\qquad \hat P=\hat C\hat C^T=APA^T .
\label{fit}
\end{equation}
The overlap of the fitted orbitals is
\begin{equation}
\Lambda=\hat C^T\hat S\hat C=C^TQ^T\hat S^{-1}QC,\qquad \Lambda_{ij}=\langle\psi_i|\Pi|\psi_j\rangle,
\label{Lam}
\end{equation}
where $\Pi=\sum_{\alpha\beta}|\chi_\alpha\rangle(\hat S^{-1})_{\alpha\beta}\langle\chi_\beta|$ is the orthogonal projector on the auxiliary space. Since $QC=\hat S\hat C$, both traces in (\ref{dist}) equal $\mathrm{Tr}\,\Lambda$, and the residual is $n-\mathrm{Tr}\,\Lambda$. Write $\Lambda=U\lambda U^T$ with orthonormal eigenvectors $u_k$. Because $\Pi^2=\Pi$, the eigenvalue $\lambda_k=u_k^T\Lambda u_k$ is the squared length of the projection of the normalized orbital $\sum_i\psi_iU_{ik}$. Hence $\lambda_k=\cos^2\theta_k\in[0,1]$, with $\theta_k$ the angle between that orbital and the auxiliary space.

For $\lambda_k>0$ define $\tilde c_k=\hat Cu_k/\sqrt{\lambda_k}$. Then $\tilde c_k^T\hat S\tilde c_l=u_k^T\Lambda u_l/\sqrt{\lambda_k\lambda_l}=\delta_{kl}$. For $\lambda_k=0$ the vector $\hat Cu_k$ has zero norm and vanishes. Inserting $UU^T=1$ into $\hat P$ and using the orthonormality gives
\begin{equation}
\hat P=\sum_k\lambda_k\,\tilde c_k\tilde c_k^T,\qquad
\hat P\hat S\hat P=\sum_k\lambda_k^2\,\tilde c_k\tilde c_k^T .
\label{nat}
\end{equation}
The $\tilde c_k$ are the natural orbitals of $\hat P$ and the $\lambda_k$ are their occupations. Idempotency, $\hat P\hat S\hat P=\hat P$, holds only if each $\lambda_k$ is $0$ or $1$. The defect is $\mathrm{Tr}(\hat P\hat S-\hat P\hat S\hat P\hat S)=\sum_k\lambda_k(1-\lambda_k)$, and the lost charge is $2\sum_k\epsilon_k$ with $\epsilon_k=1-\lambda_k$.

\subsection{Purification}

Minimize (\ref{dist}) again, now over orthonormal sets, $\tilde C^T\hat S\tilde C=1$, and assume all $\lambda_k>0$. The last trace becomes $n$, and the distance is $2n-2\,\mathrm{Tr}\,X^TB$ with $X=\hat S^{1/2}\tilde C$, $X^TX=1$, and $B=\hat S^{-1/2}QC$. By (\ref{Lam}), $B^TB=\Lambda$, so $W=BU\lambda^{-1/2}$ has orthonormal columns $w_k$ and $B=W\lambda^{1/2}U^T$. The columns $x_k$ of $XU$ are also unit vectors, and cyclic invariance of the trace gives
\begin{equation}
\mathrm{Tr}\,X^TB=\sum_k\sqrt{\lambda_k}\;x_k\cdot w_k\le\sum_k\sqrt{\lambda_k}.
\end{equation}
Equality requires $x_k=w_k$ for each $k$, that is $X=WU^T=B\Lambda^{-1/2}$. Multiplying by $\hat S^{-1/2}$ and using $\hat S^{-1/2}B=\hat C$,
\begin{equation}
\tilde C=\hat C\Lambda^{-1/2},\qquad
\tilde P=\tilde C\tilde C^T=\hat C\Lambda^{-1}\hat C^T=\sum_k\tilde c_k\tilde c_k^T ,
\label{pure}
\end{equation}
at distance $2n-2\sum_k\sqrt{\lambda_k}$. Idempotency follows from (\ref{Lam}):
\begin{equation}
\tilde P\hat S\tilde P=\hat C\Lambda^{-1}\Lambda\Lambda^{-1}\hat C^T=\tilde P,\qquad
\mathrm{Tr}\,\tilde P\hat S=\mathrm{Tr}\,\Lambda^{-1}\Lambda=n .
\label{idem}
\end{equation}
Comparison of (\ref{pure}) with (\ref{nat}) shows the mechanism: the natural orbitals are kept and each occupation is reset to $1$. The construction fails when some $\lambda_k=0$, that is when an occupied orbital is orthogonal to the whole auxiliary basis.

McWeeny's iteration $P\leftarrow3P\hat SP-2P\hat SP\hat SP$ needs no orbitals. Applied to (\ref{nat}), it keeps the $\tilde c_k$, by their orthonormality, and maps each occupation by $f(x)=3x^2-2x^3$, for which
\begin{equation}
f(x)-x=x(1-x)(2x-1),\qquad 1-f(1-\epsilon)=3\epsilon^2-2\epsilon^3 .
\label{mcw}
\end{equation}
On $[0,1]$ the slope $f'=6x(1-x)$ is non-negative, and $0$, $\tfrac12$, $1$ are the fixed points, so $f$ maps each of $(0,\tfrac12)$ and $(\tfrac12,1)$ into itself. By the sign of $f-x$, an occupation above $\tfrac12$ rises monotonically and one below falls. A bounded monotone sequence converges to a fixed point, which must be $1$ or $0$, and the approach to $1$ is quadratic. If no $\lambda_k$ equals $\tfrac12$ the limit is $\sum_{\lambda_k>1/2}\tilde c_k\tilde c_k^T$, which is idempotent but equals $\tilde P$ only if all $\lambda_k>\tfrac12$; otherwise orbitals are deleted. The limit has a closed form. The matrix $\hat P\hat S$ has eigenvalue $\lambda_k$ with spectral projector $\tilde c_k\tilde c_k^T\hat S$ and eigenvalue $0$ on the complement, so $(z-\hat P\hat S)^{-1}=\sum_k\tilde c_k\tilde c_k^T\hat S/(z-\lambda_k)+(1-\tilde P\hat S)/z$. The circle $|z-1|=\tfrac12$ encloses the poles with $\lambda_k>\tfrac12$, and the residue theorem gives
\begin{equation}
\sum_{\lambda_k>1/2}\tilde c_k\tilde c_k^T=\frac1{2\pi i}\oint_{|z-1|=1/2}(z-\hat P\hat S)^{-1}dz\;\hat S^{-1}.
\end{equation}

\subsection{The energy and its error}

Each spin contributes $-\tfrac{e^2}{2}\iint\Gamma_P^2/r_{12}$, so with $e^2=2$ and two spins
\begin{equation}
E_{\rm HF}[P]=-2\iint\frac{\Gamma_P(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=-2\sum P_{\mu\nu}P_{\kappa\sigma}(\mu\kappa|\nu\sigma),
\label{ehf}
\end{equation}
where $(\mu\kappa|\nu\sigma)$ is the integral of $\phi_\mu\phi_\kappa(\mathbf r)\,\phi_\nu\phi_\sigma(\mathbf r')/r_{12}$. GGA exchange has the form
\begin{equation}
E_{\rm GGA}=\int e_{\rm LDA}F_x(s)\,d^3r,\quad e_{\rm LDA}=-\tfrac32\Big(\tfrac3\pi\Big)^{1/3}\rho^{4/3},\quad s=\frac{|\nabla\rho|}{2(3\pi^2)^{1/3}\rho^{4/3}} .
\label{gga}
\end{equation}
The identity $E_{\rm HF}[P]=E_{\rm HF}[\tilde P]+(E_{\rm HF}[P]-E_{\rm HF}[\tilde P])$ becomes the method when the bracket is evaluated with the GGA:
\begin{equation}
E_{\rm ADMM}=E_{\rm HF}[\tilde P]+E_{\rm GGA}[P]-E_{\rm GGA}[\tilde P].
\label{admm}
\end{equation}
Four-index exchange integrals are then needed in the auxiliary basis alone. The unpurified variant uses $\hat P$ in place of $\tilde P$. With $\Delta=E_{\rm HF}-E_{\rm GGA}$, $a=E_{\rm HF}[\tilde P]-E_{\rm HF}[P]$ and $b=E_{\rm GGA}[\tilde P]-E_{\rm GGA}[P]$, subtraction gives
\begin{equation}
E_{\rm ADMM}-E_{\rm HF}[P]=a-b=\Delta[\tilde P]-\Delta[P].
\label{err}
\end{equation}
Without the GGA terms the error is $a$. Dividing $|a-b|<|a|$ by $|a|$ gives $|1-b/a|<1$, so the correction helps if and only if $0<b/a<2$.

One case can be settled in general. Let the auxiliary orbitals be uniformly scaled copies, $\gamma^{3/2}\psi_i(\gamma\mathbf r)$. In (\ref{ehf}), $\Gamma^2$ gains $\gamma^6$, the substitution $\mathbf u=\gamma\mathbf r$ gives $\gamma^{-6}$ from the volume elements, and $1/r_{12}=\gamma/u_{12}$. In (\ref{gga}), $\rho^{4/3}$ and $|\nabla\rho|$ each gain $\gamma^4$, so $s$ is unchanged, and the volume gives $\gamma^{-3}$. Both energies scale as $\gamma$, and
\begin{equation}
b/a=E_{\rm GGA}[P]/E_{\rm HF}[P],\qquad a-b=(\gamma-1)\Delta[P].
\label{scale}
\end{equation}
For an error that is a uniform contraction or expansion, the fraction left uncorrected is $(a-b)/a=\Delta/E_{\rm HF}$, equal in size to the relative error of the GGA itself.

For a general error, place $P$ and $\tilde P$ as blocks in the union of the two bases, set $\delta P=\tilde P-P$, and define $F=\partial E/\partial P$ and $D=F^{\rm HF}-F^{\rm GGA}$. Along $P+t\,\delta P$ with $0\le t\le1$ the density $(1-t)\rho+t\tilde\rho$ is non-negative, so the GGA is defined, and the chain rule gives
\begin{equation}
a-b=\int_0^1\mathrm{Tr}\,\big(D[P+t\,\delta P]\,\delta P\big)\,dt .
\label{path}
\end{equation}
Expanding the square $(\Gamma_P+\Gamma_{\delta P})^2$ in (\ref{ehf}) shows that the exact-exchange part stops at second order,
\begin{equation}
a=\mathrm{Tr}\,F^{\rm HF}[P]\,\delta P+E_{\rm HF}[\delta P],\qquad F^{\rm HF}_{\mu\nu}=-4\sum P_{\kappa\sigma}(\mu\kappa|\nu\sigma),
\label{quad}
\end{equation}
where the cross term supplies the factor $2\times(-2)$. The last term of $a$ is never positive, being $-2$ times the integral of a square over $r_{12}$. Each natural orbital lies at squared distance $2-2\sqrt{\lambda_k}\approx\epsilon_k$ from its parent, so $\delta P$ is of order $\sqrt\epsilon$ and $E_{\rm HF}[\delta P]$ of order $\epsilon$. The change made by purification, $\tilde P-\hat P=\sum_k\epsilon_k\tilde c_k\tilde c_k^T$, is also of order $\epsilon$, so the two can compete.

\subsection{What idempotency does for the GGA term}

The exchange hole $h(\mathbf r,\mathbf r')=-\Gamma(\mathbf r,\mathbf r')^2/\Gamma(\mathbf r,\mathbf r)$ is the charge with which an electron at $\mathbf r$ interacts in (\ref{ehf}). Integration over $\mathbf r'$ produces $\hat S$, and (\ref{nat}), with $\tilde\psi_k=\chi^T\tilde c_k$, gives for $\hat P$
\begin{equation}
\int h\,d^3r'=-\frac{\chi^T\hat P\hat S\hat P\chi}{\chi^T\hat P\chi}=-\frac{\sum_k\lambda_k^2\tilde\psi_k(\mathbf r)^2}{\sum_k\lambda_k\tilde\psi_k(\mathbf r)^2}.
\label{hole}
\end{equation}
This is minus a weighted mean of the $\lambda_k$ and lies between $-\lambda_{\max}$ and $-\lambda_{\min}$. For $\tilde P$ it is $-1$ by (\ref{idem}). The factor $e_{\rm LDA}$ is the exchange of a filled Fermi sphere, an idempotent density matrix, and a density functional cannot tell whether a lower density comes from fewer filled orbitals or from partly filled ones. Under $P\to\xi P$, (\ref{ehf}) scales as $\xi^2$, while in (\ref{gga}) $e_{\rm LDA}\to\xi^{4/3}e_{\rm LDA}$ and $s\to\xi^{-1/3}s$. At $\xi=1$,
\begin{equation}
\frac{dE_{\rm HF}}{d\xi}=2E_{\rm HF},\qquad
\frac{dE_{\rm GGA}}{d\xi}=\tfrac43E_{\rm GGA}-\tfrac13\int e_{\rm LDA}\,sF_x'(s)\,d^3r .
\label{xi}
\end{equation}
If $F_x'(s)\ge0$ for all $s$, as for PBE exchange, the last term is non-negative because $e_{\rm LDA}<0$, and the GGA slope is at least $\tfrac43E_{\rm GGA}$. When $E_{\rm GGA}\approx E_{\rm HF}<0$ this lies above $2E_{\rm HF}$, so the slopes differ and lost charge, unlike the scaling (\ref{scale}), does not cancel in $\Delta$. For unequal occupations, expansion about $\tilde P$ gives, to first order in $\epsilon$ and with $\tilde D=D[\tilde P]$ in the auxiliary basis,
\begin{equation}
\Delta[\hat P]-\Delta[\tilde P]\approx-\sum_k\epsilon_k\,\tilde c_k^T\tilde D\tilde c_k .
\label{occ}
\end{equation}
Purification removes this term from the error. With $R$ the remainder (\ref{path}) and $\tau=\Delta[\hat P]-\Delta[\tilde P]$, the total error shrinks, $|R|<|R+\tau|$, if and only if $\tau(2R+\tau)>0$. This depends on the sign and size of $R$, which nothing above fixes.

\subsection{Kohn--Sham matrices}

A hybrid that replaces a fraction $a_x$ of PBE exchange by exact exchange, such as PBE0, has the energy $E_{\rm PBE}[P]+a_x\Delta[P]$, with $E_{\rm PBE}$ the total PBE energy and PBE exchange as the GGA in $\Delta$. By (\ref{admm}), ADMM replaces $\Delta[P]$ by $\Delta[\hat P]$ or $\Delta[\tilde P]$. Since $P$ stands for both spins, the Kohn--Sham matrix is $\mathcal F=F/2$. With $dP=dC\,C^T+C\,dC^T$ and symmetric $F$, $dE=4\,\mathrm{Tr}\,dC^T\mathcal FC$. The variations that preserve orthonormality and change $P$ are $dC=C_v\kappa$, with $C_v$ the virtual orbitals, so stationarity means $C_v^T\mathcal FC=0$.

Without purification, $d\hat P=A\,dP\,A^T$ by (\ref{fit}), so $d\Delta=\mathrm{Tr}\,A^TD[\hat P]A\,dP$, and $\tfrac{a_x}2A^TD[\hat P]A$ is added to the PBE matrix. With purification, use $d(\Lambda^{-1})=-\Lambda^{-1}d\Lambda\,\Lambda^{-1}$ and $d\Lambda=\hat C^T\hat S\,d\hat C+d\hat C^T\hat S\hat C$ in (\ref{pure}). The terms containing $d\hat C$ are $d\hat C\Lambda^{-1}\hat C^T-\hat C\Lambda^{-1}\hat C^T\hat S\,d\hat C\Lambda^{-1}\hat C^T$, and those containing $d\hat C^T$ are their transposes:
\begin{equation}
d\tilde P=(1-\tilde P\hat S)\,d\hat C\,\Lambda^{-1}\hat C^T+\text{transpose}.
\end{equation}
The two halves contribute equally to $\mathrm{Tr}\,\tilde D\,d\tilde P$ because $\tilde D$ is symmetric. Taking the transposed half twice, cycling the trace and setting $d\hat C=A\,dC$,
\begin{equation}
d\Delta=2\,\mathrm{Tr}\,dC^TM,\qquad M=A^T(1-\hat S\tilde P)\tilde D\hat C\Lambda^{-1}.
\label{M}
\end{equation}
Here $C^TM=0$, because $C^TA^T=\hat C^T$ and $\hat C^T\hat S\tilde P=\Lambda\Lambda^{-1}\hat C^T=\hat C^T$. A symmetric term $G$ of $\mathcal F$ reproduces this variation if $4GC=2a_xM$, and
\begin{equation}
G=\tfrac{a_x}2\,(MC^TS+SCM^T)
\label{G}
\end{equation}
does so, since $C^TSC=1$ and $M^TC=0$. Its occupied block vanishes by $C^TM=0$ and its virtual block by $C^TSC_v=0$. Stationarity involves only the occupied--virtual block, so it does not fix the diagonal blocks of $G$, and (\ref{G}) is the choice that sets them to zero. The zero occupied block reflects an invariance: under $C\to CT$ with invertible $T$, $\Lambda\to T^T\Lambda T$ and $\tilde P$ is unchanged, so the purified term does not respond to a rescaling of the occupied orbitals. At self-consistency the occupied--virtual block of $\mathcal F$ vanishes, so the eigenvalues obtained with (\ref{G}) are those of the occupied and virtual blocks of the PBE matrix: exact exchange enters them only through the orbitals.

\subsection{Example: water}

Take water with $r_{\rm OH}=1.81$ bohr and angle $104.5^\circ$, PBE0 orbitals ($a_x=0.25$, $n=5$) in cc-pVTZ (58 functions), the auxiliary basis 3-21G (13 functions) and PBE exchange as the GGA. The numerical check that follows tests the fits, the purifications, the hole integrals, the error formulas and the gradients against quadrature, direct minimization and finite differences.

The occupations are $0.984961$, $0.990236$, $0.997133$, $0.997236$, $0.999529$, so $\sum\epsilon_k=0.0309$ and $0.0618$ electrons are lost. The McWeeny defect falls as $3.057\times10^{-2}$, $1.004\times10^{-3}$, $1.599\times10^{-6}$; the leading term of (\ref{mcw}) estimates the second value as $3\sum\epsilon_k^2=3(3.38\times10^{-4})=1.01\times10^{-3}$. At $0.8$ bohr above the oxygen, normal to the molecular plane, the hole integrates to $-0.9885$ for $\hat P$ and $-1.0000$ for $\tilde P$. A deliberately poor basis, the STO-3G $s$ shells plus one oxygen $p$ shell (three functions, seven in all) of exponent $8$ bohr$^{-2}$, has $\lambda_{\min}=0.1656$ and its next value at $0.5154$. There $\mathrm{Tr}\,\hat P\hat S=3.4311$, McWeeny's iteration ends at $4$, and (\ref{pure}) gives $5$.

With $E_{\rm HF}[P]=-17.8877$ Ry as reference, (\ref{admm}) reads
\begin{align}
\text{purified:}\ &-17.9441-17.8693+17.8684=-17.945\ \text{Ry},\nonumber\\
\text{unpurified:}\ &-17.8073-17.8693+17.7766=-17.900\ \text{Ry}.
\end{align}
The errors are $-0.0573$ Ry ($-0.78$ eV, $0.3\%$ of the reference) and $-0.0123$ Ry ($-0.17$ eV). Purification makes this energy worse, and in the purified case the GGA term does not help: $a=-0.0564$ Ry, $b=+0.0008$ Ry, and $b/a=-0.015$ lies outside $(0,2)$. The expansion locates the error. The linear terms, $0.0098$ Ry (HF) and $0.0137$ Ry (GGA), leave $-0.0039$ Ry. Beyond linear order, $E_{\rm HF}[\delta P]=-0.0663$ Ry, negative as (\ref{quad}) requires, meets $-0.0129$ Ry from the GGA and leaves $-0.0534$ Ry; the sum is $-0.0573$ Ry. The unpurified variant adds (\ref{occ}), in which $\tilde c_k^T\tilde D\tilde c_k=-1.2957$, $-1.2648$, $-1.1223$, $-2.6499$, $-6.6033$ Ry in the order of the $\lambda_k$:
\begin{equation}
0.01949+0.01235+0.00322+0.00732+0.00311=0.0455\ \text{Ry},
\end{equation}
against the full difference $0.0450$ Ry. Thus $-0.0573+0.0450=-0.0123$ Ry, and in this example the smaller unpurified error is a cancellation between the lost-charge term and a remainder of opposite sign that lies mostly beyond linear order in $\delta P$. The five matrix elements sum to $\mathrm{Tr}\,\tilde D\tilde P=-12.936$ Ry, which is the difference $-35.888+22.952$ of the slopes (\ref{xi}). Scaling $\tilde P$ itself by $\gamma=1.05$ shows the favourable case: $a=-0.8972$ Ry, $b=-0.8934$ Ry, and the error is $0.05(-17.9441+17.8684)=-0.0038$ Ry, as (\ref{scale}) states.

Three auxiliary bases give the following values in Ry, on the same orbitals.

\begin{center}
\begin{tabular}{lcrrrr}
basis & $\lambda_{\min}$ & $a$ ($\hat P$) & $a-b$ ($\hat P$) & $a$ ($\tilde P$) & $a-b$ ($\tilde P$)\\
STO-3G & 0.9465 & $-0.094$ & $-0.026$ & $-0.510$ & $-0.160$\\
3-21G & 0.9850 & $0.080$ & $-0.012$ & $-0.056$ & $-0.057$\\
cc-pVDZ & 0.9978 & $0.017$ & $-0.025$ & $-0.003$ & $-0.0315$
\end{tabular}
\end{center}

Down these three rows the purified error falls, and in each row it exceeds the unpurified error in size. Neither observation is a rule for other auxiliary bases: the error (\ref{path}) depends on the shape of $\delta P$ and not on the size of the basis or on $\lambda_{\min}$ alone. For cc-pVDZ the GGA term enlarges the error in both variants.

On the PBE0 orbitals the total energy moves from $-152.7488$ Ry by $a_x(a-b)$, which is $0.25(-0.0573)=-0.0143$ Ry with purification. Self-consistency with (\ref{G}) lowers it by a further $0.0012$ Ry, to $0.0156$ Ry ($0.21$ eV) below PBE0/cc-pVTZ. The unpurified shifts are $-0.0031$ and $-0.0009$ Ry, in total $-0.0039$ Ry ($-0.05$ eV). Both energies lie below the reference, so the ADMM energy is not an upper bound to the energy, in the same primary basis, of the hybrid it approximates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
water r_OH 1.81 bohr, angle 104.5 deg, n 5, mixing a_x 0.25, grid points 28284
functions: cc-pVTZ 58, 3-21G 13; 1 Ry = 13.605693 eV
lam (3-21G): 0.984961 0.990236 0.997133 0.997236 0.999529
free-fit residual n-TrLam 0.030906 (grid 0.030907)
orthonormal-fit residual 0.030991 (grid 0.030992)
electrons in Ph 9.938187, lost 0.061813, in Pt 10.000000
McWeeny defect Tr(PS-PSPS), steps 0,1,2: 3.057e-02 1.004e-03 1.599e-06
hole integral at (0.8,0,0) bohr, 3-21G: Ph -0.98848, Pt -1.00000
bad basis: p exponent 8.0 bohr^-2, functions 7
lam (bad): 0.1656 0.5154 0.7548 0.9958 0.9995
bad traces: Ph 3.4311, McWeeny 4.0000, Pt 5.0000
hole integral, bad: Ph -0.92603, Pt -1.00000
E_HF  [P, Pt, Ph] Ry: -17.887671 -17.944099 -17.807274
E_GGA [P, Pt, Ph] Ry: -17.869273 -17.868440 -17.776623
purified: a -0.056428 Ry, b 0.000833 Ry, b/a -0.0148
raw: a 0.080397 Ry, b 0.092650 Ry, b/a 1.1524
ADMM E_x purified -17.944932 Ry, error -0.057261 Ry = -0.7791 eV
ADMM E_x raw -17.899924 Ry, error -0.012253 Ry = -0.1667 eV
linear terms: HF 0.009840, GGA 0.013713, difference -0.003873 Ry
beyond linear: HF -0.066268, GGA -0.012880 Ry; path integral -0.057261 Ry
scaling gamma 1.05: a -0.89720 Ry, b -0.89342 Ry, b/a 0.9958
scaling: a-b -0.00378 Ry, (gamma-1)Delta[Pt] -0.00378 Ry
dE/dxi: HF -35.88820, PBE -22.95221, (4/3)E_PBE -23.82459 Ry
c_k^T(F_HF-F_GGA)c_k Ry: -1.2957 -1.2648 -1.1223 -2.6499 -6.6033
Delta[Ph]-Delta[Pt] 0.045007 Ry, first order 0.045492 Ry
aux, size, lam_min, lost electrons; then Ry: raw a, a-b; purified a, a-b; purified b/a
sto-3g 7 0.94653 0.18857; -0.09396 -0.02556; -0.50999 -0.16043; 0.685
3-21g 13 0.98496 0.06181; 0.08040 -0.01225; -0.05643 -0.05726; -0.015
cc-pvdz 24 0.99781 0.01008; 0.01730 -0.02501; -0.00263 -0.03150; -10.996
PBE0/cc-pVTZ total energy -152.748793 Ry
raw: on PBE0 orbitals -152.751856 Ry, gradient norm 0.24181 Ry, SCF -152.752729 Ry
raw: SCF-PBE0 -0.003936 Ry = -0.0535 eV, relaxation -0.000872 Ry
pure: on PBE0 orbitals -152.763108 Ry, gradient norm 0.26835 Ry, SCF -152.764347 Ry
pure: SCF-PBE0 -0.015553 Ry = -0.2116 eV, relaxation -0.001238 Ry
\end{verbatim}
